\section*{Grain-boundary barriers with deep donors that ionize above a threshold, part 2}

A plane grain boundary at $x=0$ between two identical n-type grains holds $N_s$ trapped electrons per unit area. At zero bias it raises the conduction-band edge by the energy $V(x)$ above its value deep inside a grain, with $V(0)=\phi$. Donors of density $N_0$ are ionized everywhere. Deep donors of density $N_1$, at depth $d$ below the local band edge, are ionized only where
\begin{equation}
V(x)>E_1,\qquad E_1=d-\zeta ,
\label{eq:threshold}
\end{equation}
with $\zeta$ the depth of the Fermi level below the bulk band edge. The electron charge is $-e$, and $\varepsilon$ is the full permittivity, $\varepsilon_r$ times the vacuum value; $kT$ is the thermal energy.

In the sharp, laterally uniform model, ionization is sudden and no free electrons remain out to the depletion edge $w$. With $\theta$ the unit step and $N^+$ the density of positive charge,
\begin{equation}
V''=\frac{e^2}{\varepsilon}N^+(V)
=\frac{e^2}{\varepsilon}\left[N_0+N_1\theta(V-E_1)\right],\qquad 0<x<w,
\label{eq:poisson}
\end{equation}
\begin{equation}
V'(0^+)=-\frac{e^2N_s}{2\varepsilon}.
\label{eq:gauss}
\end{equation}
For any $N^+$ that depends on position through $V$ alone, the area rule holds:
\begin{equation}
\frac{e^2N_s^2}{8\varepsilon}=\int_0^\phi N^+(V)\,dV .
\label{eq:area}
\end{equation}
In the sharp model it gives
\begin{equation}
e^2N_s^2=8\varepsilon\left[N_0\phi+N_1(\phi-E_1)\right],\qquad \phi\ge E_1 .
\label{eq:law}
\end{equation}
The shallow donors alone would give the barrier
\begin{equation}
\phi_0=\frac{e^2N_s^2}{8\varepsilon N_0}.
\label{eq:phizero}
\end{equation}
If $\phi_0\le E_1$, then $\phi=\phi_0$; if $\phi_0>E_1$,
\begin{equation}
\phi=\frac{N_0\phi_0+N_1E_1}{N_0+N_1}.
\label{eq:inverse}
\end{equation}
The branches meet at the sheet density
\begin{equation}
N_s^*=\frac{\sqrt{8\varepsilon N_0E_1}}{e}.
\label{eq:nstar}
\end{equation}
Above it, the deep donors are ionized out to $x_1$, where $V=E_1$, and the layer widths follow from
\begin{equation}
w-x_1=\sqrt{\frac{2\varepsilon E_1}{e^2N_0}},
\label{eq:outer}
\end{equation}
\begin{equation}
x_1=\frac{N_s/2-N_0(w-x_1)}{N_0+N_1}.
\label{eq:inner}
\end{equation}

The example below uses $\varepsilon_r=8.5$, $N_0=N_1=5\times10^{17}\,\mathrm{cm^{-3}}$, $E_1=0.3$ eV and $N_s=5\times10^{12}\,\mathrm{cm^{-2}}$.

\section{A worked barrier and the limits of the model}

The quantities carried over are these. A boundary at $x=0$ with $N_s$ trapped electrons per area raises the band edge by $V(x)$, with $V(0)=\phi$. Donors of density $N_0$ are always ionized, and deep donors of density $N_1$ are ionized where $V>E_1=d-\zeta$, with $d$ the depth of the deep level and $\zeta$ that of the bulk Fermi level below the band edge. The barrier due to shallow donors alone is $\phi_0=e^2N_s^2/(8\varepsilon N_0)$. For $\phi_0>E_1$ the full barrier is $\phi=(N_0\phi_0+N_1E_1)/(N_0+N_1)$. The charged layer on each side extends to $w$, and its inner part, where the deep donors are ionized, extends to $x_1$. For any ionized density $N^+(V)$, the area $\int_0^\phi N^+dV$ equals $e^2N_s^2/(8\varepsilon)$.

Take the round values $\varepsilon_r=8.5$, $N_0=N_1=5\times10^{17}\,\mathrm{cm^{-3}}$, $E_1=0.3$ eV and $N_s=5\times10^{12}\,\mathrm{cm^{-2}}$. The permittivity gives $e^2/\varepsilon=2.129\times10^{-7}$ eV\,cm. The shallow donors alone would produce
\begin{equation}
\phi_0=\frac{(2.129\times10^{-7})(5\times10^{12})^2}{8(5\times10^{17})}\ \mathrm{eV}=1.33\ \mathrm{eV}.
\end{equation}
This exceeds $E_1$, so the deep donors take part. As the two donor densities are equal, the barrier is the plain mean of $\phi_0$ and $E_1$:
\begin{equation}
\phi=\frac{1.3305+0.3}{2}\ \mathrm{eV}=0.815\ \mathrm{eV},
\end{equation}
or 0.0300 hartree. At the same sheet charge the deep donors have removed 0.52 eV from the barrier. The threshold sheet density is
\begin{equation}
N_s^*=\sqrt{\frac{8(5\times10^{17})(0.3)}{2.129\times10^{-7}}}\ \mathrm{cm^{-2}}
=2.37\times10^{12}\ \mathrm{cm^{-2}} .
\end{equation}
A boundary with $N_s=2\times10^{12}\,\mathrm{cm^{-2}}$ lies below it. In the sharp, uniform model its barrier is 0.213 eV, whether the deep donors are present or not. On a real boundary fluctuations of the kind estimated below, about 0.09 eV root-mean-square for this smaller sheet charge, can carry parts of the plane over the threshold, which is only 0.087 eV higher.

The outer layer has the width
\begin{equation}
w-x_1=\sqrt{\frac{2(0.3)}{(2.129\times10^{-7})(5\times10^{17})}}\ \mathrm{cm}=23.7\ \mathrm{nm}.
\end{equation}
It holds $1.19\times10^{12}$ charges per $\mathrm{cm^2}$, out of the $2.5\times10^{12}$ that one side must supply. The inner layer, with a total donor density of $10^{18}\,\mathrm{cm^{-3}}$, supplies the rest within $x_1=13.1$ nm. The total width per side is $w=36.9$ nm, or 369 angstrom. The slope of the band edge at the boundary is $e^2N_s/(2\varepsilon)$, which corresponds to a field of 0.532 MV/cm. It depends on $N_s$ and not on the donor densities: deep donors shorten the barrier and lower it without changing the field at its peak.

These parameters lie in the regime of zinc-oxide varistor ceramics, for which donor densities of roughly $10^{17}$ to $10^{18}\,\mathrm{cm^{-3}}$, sheet densities of some $10^{12}\,\mathrm{cm^{-2}}$ and barriers of very roughly 0.8 eV are typical. The result of 0.815 eV is in keeping with such barriers, but the inputs were chosen in this regime, so the agreement is no evidence for the model. The value of 1.33 eV without deep donors is well above the typical range. Of the assumptions examined below, the one whose failure matters most is that of a laterally uniform charge. The estimate given below puts the local variation of the barrier at about 0.16 eV, a fifth of its mean. A varistor in use also carries a bias, for which the symmetric law does not hold.

Temperature softens both the depletion edge and the ionization threshold. A neutral deep donor holds one electron of either spin and so has $g=2$ states, while the ionized donor has one. The energy of the level relative to the Fermi level is $V-d+\zeta=V-E_1$. The statistical weights of the neutral and the ionized donor are therefore in the ratio $g\,e^{-(V-E_1)/kT}$ to 1, and the ionized fraction is
\begin{equation}
f(V)=\frac{1}{1+g\,e^{(E_1-V)/kT}} .
\label{eq:fraction}
\end{equation}
The free electrons, if dilute, have the density $n_be^{-V/kT}$, and neutrality of the bulk requires $n_b=N_0+N_1f(0)$. The net positive density is
\begin{equation}
N^+(V)=N_0+N_1f(V)-n_be^{-V/kT}.
\end{equation}
It still depends on position through $V$ alone, and it vanishes in the bulk, so the area rule applies. The fraction can be written as $f=e^u/(g+e^u)$ with $u=(V-E_1)/kT$, whose integral over $V$ is $kT\ln(g+e^u)$. Hence
\begin{align}
\frac{e^2N_s^2}{8\varepsilon}={}&N_0\phi
+N_1kT\ln\frac{g+e^{(\phi-E_1)/kT}}{g+e^{-E_1/kT}}\nonumber\\
&-n_bkT\left(1-e^{-\phi/kT}\right).
\label{eq:warm}
\end{align}
When $E_1$ and $\phi-E_1$ are both much larger than $kT$, the logarithm tends to $(\phi-E_1)/kT-\ln g$, the density $n_b$ tends to $N_0$, and the last exponential can be dropped. This leaves
\begin{equation}
\frac{e^2N_s^2}{8\varepsilon}\simeq N_0(\phi-kT)+N_1(\phi-E_1-kT\ln g).
\end{equation}
Electrons that spill into the edge of the depleted layer cancel part of the donor charge, and the spin degeneracy favours the neutral state of the deep donor. Both effects reduce the positive charge at a given bending. With $N_s$ and $E_1$ fixed, the barrier must rise by
\begin{equation}
\Delta\phi\simeq kT\,\frac{N_0+N_1\ln g}{N_0+N_1}.
\label{eq:shift}
\end{equation}

At 300 K, where $kT=0.0259$ eV, this shift is $0.0259\times(1+0.693)/2=0.022$ eV, and the barrier becomes 0.837 eV. A finite-difference solution of Poisson's equation on a grid of spacing 0.05 nm, with the thermal densities above and no assumed depletion edge, gives 0.8372 eV at 300 K, 0.8196 eV at 60 K and 0.8175 eV at 30 K. Removing the part linear in temperature from the last two values, before rounding, gives 0.8153 eV, the barrier of the sharp model. The two low-temperature values test the sharp law and do not describe a cold sample, because with all shallow donors ionized the electrons would no longer be dilute at 60 K and 30 K, while in zinc oxide at this density most shallow donors in the bulk would instead recapture their electrons. For an electron mass of 0.3 free-electron masses, and with the shallow donors kept ionized, Fermi statistics raises these two barriers by 0.0006 and 0.0008 eV, and toward zero temperature the barrier stays about 0.0015 eV above the sharp value.

If the device warms up, it is the depth $d$ and not the threshold $E_1$ that may reasonably be held fixed. The Fermi depth follows from the electron density of the bulk,
\begin{equation}
N_0=N_cF_{1/2}\!\left(-\frac{\zeta}{kT}\right),\qquad
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2},
\label{eq:fermi}
\end{equation}
with
\begin{equation}
F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}},
\end{equation}
where the small contribution of deep donors ionized in the bulk is left out. For an isotropic mass $m$ of 0.3 electron masses, numerical solution gives $\zeta=0.053$ eV at 300 K, so the assumed threshold of 0.3 eV corresponds to a level at $d=0.353$ eV. At 400 K the Fermi depth is 0.087 eV and the threshold drops to 0.267 eV. The lower threshold reduces $\phi$ by half its own change, 0.017 eV, while the thermal shift \eqref{eq:shift} grows by 0.007 eV. Solving \eqref{eq:warm} gives 0.828 eV at 400 K, slightly less than at 300 K. The comparison holds $N_s$, $d$, $m$ and $\varepsilon$ fixed. It also takes the shallow donors as fully ionized in the bulk, which is only roughly true here. A hydrogenic donor with this mass and permittivity lies 0.056 eV deep and has a radius of 1.5 nm, so $N_0$ is about ten times below the Mott density. With $g=2$ only about half of such donors are ionized in the bulk at 300 K. The Fermi depth is then 0.073 eV, the same threshold corresponds to $d=0.373$ eV, and the barrier is 0.840 eV at 300 K and 0.831 eV at 400 K. The barrier changes little because these donors are ionized through almost all of the depleted layer, but $\zeta$ and $d$ change by 0.02 eV.

The assumption of dilute electrons is adequate here. At 300 K the ratio $N_0/N_c$ is 0.121, which is small but not negligible. Replacing the electron term $N_0kT$ in the area rule by the integral of $N_cF_{1/2}(-(\zeta+V)/kT)$ over $V$, evaluated numerically, raises the barrier by 0.0003 eV.

Tunnelling does not enter the electrostatic law at given $N_s$, but it matters when a barrier is inferred from a current. For small bias and dilute electrons of isotropic mass, the motion parallel to the boundary separates, and the current is proportional to $\int T(E)e^{-E/kT}dE$, where $T(E)$ is the transmission at energy $E$ of the motion normal to the boundary. Purely thermionic flow has $T=0$ below $\phi$ and $T=1$ above it, which makes the integral $kT\,e^{-\phi/kT}$. The ratio of the two currents is
\begin{equation}
R=\int T(E)\,e^{(\phi-E)/kT}\,\frac{dE}{kT}.
\label{eq:ratio}
\end{equation}
The transmission was found by integrating the Schr\"odinger equation numerically through the whole barrier of the sharp model, with $m$ equal to 0.3 electron masses. The energies ran from 0.35 eV below the top to $15kT$ above it. At 300 K the result is $R=5.8$. Read as thermionic, this current would suggest a barrier lower by $kT\ln R=0.046$ eV. For a mass of 0.24 electron masses these figures become 7.2 and 0.051 eV. The calculation assumes coherent passage through both sides of the boundary.

The largest correction found here comes from the discreteness of the charges. The mean donor spacing $(N_0+N_1)^{-1/3}$ in the inner layer is 10 nm, comparable with the 13.1 nm width of that layer, so the charge seen from a point on the boundary is far from smooth. To estimate the effect, place each charge at random and independently of the others, and treat the neutral bulk beyond the depletion edges as a perfect conductor. A single charge at distance $z$ from the boundary then produces an energy $(e^2/\varepsilon)u$, apart from its sign. For in-plane wave number $q$ its Fourier component obeys
\begin{equation}
u''-q^2u=-\delta(x-z),\qquad u(\pm w)=0 .
\end{equation}
The solution is $C\sinh[q(w-z)]\sinh[q(x+w)]$ for $x<z$ and $C\sinh[q(w+z)]\sinh[q(w-x)]$ for $x>z$, which is continuous at $z$. The slope must fall by one there. By the addition theorem this requires $Cq\sinh(2qw)=1$. At the boundary, with $\sinh(2qw)=2\sinh(qw)\cosh(qw)$,
\begin{equation}
K(q,z)=u(0)=\frac{\sinh[q(w-z)]}{2q\cosh(qw)} .
\label{eq:kernel}
\end{equation}

For independent charges the variances add, and Parseval's theorem turns each into an integral over $q$:
\begin{align}
\sigma^2=\left(\frac{e^2}{\varepsilon}\right)^{2}&\int_0^\infty\frac{q\,dq}{2\pi}\,e^{-q^2\ell^2}
\Big[N_sK(q,0)^2\nonumber\\
&+2\int_0^wN^+(z)K(q,z)^2dz\Big].
\label{eq:variance}
\end{align}
Here $N^+(z)$ is $N_0+N_1$ for $z<x_1$ and $N_0$ beyond, and the factor 2 counts the two grains. The Gaussian factor averages the potential over a length $\ell$. Without it the sheet term would diverge logarithmically at large $q$, because a point charge on the boundary has an infinite potential at its own position. An electron cannot resolve such a peak, and the thermal length $\ell=\hbar/\sqrt{mkT}=3.1$ nm at 300 K is a reasonable, though not unique, choice.

Numerical integration gives root-mean-square fluctuations of 0.07 eV from the donors and 0.15 eV from the trapped electrons, together 0.16 eV. Trapped electrons that repel one another may be spread more evenly than independent ones, which would reduce the second figure. The estimate does not include this. It also leaves out the response of the deep donors, whose ionization near $x_1$ adjusts to the local bending. Treated to linear order at 300 K, this response lowers the total by roughly a tenth, to between 0.14 and 0.15 eV. The choice of $\ell$ has an effect of similar size: without that response, halving $\ell$ gives a total of 0.18 eV and doubling it gives 0.14 eV.

Such fluctuations affect the law through the threshold. The in-plane average of Poisson's equation contains the average of $N^+$, and the average of the step $\theta(V-E_1)$ is the fraction of the plane on which $V$ exceeds $E_1$. This is not the step taken at the average bending. The kink at $N_s^*$ is therefore rounded, while the shallow-donor term, which does not depend on $V$ within the depleted layer, keeps its form for the average barrier if the depletion edges are taken as flat, as in this estimate. A thermally activated current, in contrast, favours places where the barrier is low, so a barrier inferred from it can lie well below the average $\phi$. If the local barriers had a Gaussian distribution of standard deviation $\sigma$ and each spot conducted independently, averaging $e^{-\phi/kT}$ would lower the apparent barrier by $\sigma^2/(2kT)$, which is about 0.4 eV for $\sigma=0.14$ eV at 300 K. That figure rests on very rare spots, more than five standard deviations below the mean, and is not a prediction. With the distribution cut off at two standard deviations the lowering is still about 0.17 eV, several times $kT$. In view of these fluctuations, the value of 0.815 eV describes the uniform model, and the barrier at a particular spot on a boundary may differ from it already in the first digit.

Two further conditions are well satisfied. The depleted layers on both sides of a boundary take up 0.7 per cent of a grain of 10 $\mu$m, so neighbouring boundaries do not overlap. For a gap of 3.3 eV, taken as a rough value for zinc oxide, an electron that crosses the top of the barrier at zero bias enters the far grain with about 0.8 eV above the band edge. It lacks 2.5 eV of the energy needed to create an electron-hole pair, even by the minimum set by energy conservation. If the barrier kept its height under bias, a bias of at least 2.5 V across one boundary would be needed to supply the difference. The holes so created could drift to the boundary and neutralize trapped electrons, and $N_s$ could then no longer be treated as given.
